# Pairing of Bloch Factors and Mode Counting in Periodic Leads

## Second derivation: the conserved current and its signs

### Results carried over

A layer has $N$ orbitals and period $a$. At real energy $E$, its amplitudes obey

$$A\psi_n+B\psi_{n+1}+B^\dagger\psi_{n-1}=0,\qquad A^\dagger=A,$$

where $A=H_0-ES_0$ and $B=H_1-ES_1$. Bloch solutions $\psi_n=\lambda^nu$ satisfy $M(\lambda)u=0$, with $M=A+\lambda B+\lambda^{-1}B^\dagger$. For $\lambda=e^{ika}$ the velocity is $v=-2a\,\mathrm{Im}(\lambda u^\dagger Bu)/(u^\dagger S(k)u)$, with $S(k)$ positive definite. Atomic units are used in the algebra. The first derivation found $N$ right-going and $N$ left-going solutions. The same result is now obtained from current conservation, without a determinant winding or a complex energy. This route assumes that $B$ is invertible and that no propagating wave at $E$ has zero velocity.

### A quantity that is the same between all layers

Let $\phi_n$ and $\psi_n$ be two solutions at the same real energy. Multiply the equation for $\psi$ by $\phi_n^\dagger$:

$$\phi_n^\dagger A\psi_n+\phi_n^\dagger B\psi_{n+1}
+\phi_n^\dagger B^\dagger\psi_{n-1}=0 .$$

Take the adjoint of the equation for $\phi$ and multiply by $\psi_n$ from the right:

$$\phi_n^\dagger A\psi_n+\phi_{n+1}^\dagger B^\dagger\psi_n
+\phi_{n-1}^\dagger B\psi_n=0 .$$

Subtraction removes the terms with $A$. After rearrangement,

$$\phi_n^\dagger B\psi_{n+1}-\phi_{n+1}^\dagger B^\dagger\psi_n
=\phi_{n-1}^\dagger B\psi_n-\phi_n^\dagger B^\dagger\psi_{n-1}.$$

The two sides are the same expression at neighbouring interfaces. Hence

$$W(\phi,\psi)=i\left(\phi_n^\dagger B\psi_{n+1}
-\phi_{n+1}^\dagger B^\dagger\psi_n\right)$$

does not depend on $n$.

For orthonormal orbitals, $W(\psi,\psi)$ is the particle current to the right. In that case $i\dot\psi_n=H_0\psi_n+H_1\psi_{n+1}+H_1^\dagger\psi_{n-1}$, and

$$\frac{d}{dt}\psi_n^\dagger\psi_n
=2\,\mathrm{Im}(\psi_n^\dagger H_1\psi_{n+1})
-2\,\mathrm{Im}(\psi_{n-1}^\dagger H_1\psi_n).$$

The term with $H_0$ is absent because its expectation value is real. The minus sign in the second term comes from complex conjugation. With $J_n=-2\,\mathrm{Im}(\psi_n^\dagger H_1\psi_{n+1})$ the right side is $J_{n-1}-J_n$, inflow minus outflow. This $J_n$ equals $W(\psi,\psi)$, since $i(x-x^*)=-2\,\mathrm{Im}\,x$.

With overlap, a propagating Bloch wave gives

$$W(\psi,\psi)=-2\,\mathrm{Im}(\lambda u^\dagger Bu)
=\frac{v}{a}\,u^\dagger S(k)u .$$

This is the norm per layer times the number of layers crossed per unit time. Its sign is the sign of the velocity.

### The transfer matrix and the pairing

Collect two neighbouring layers in the column $X_n=(\psi_n,\psi_{n+1})$. Since $B$ is invertible, the layer equation determines $\psi_{n+1}$ from the two preceding layers:

$$X_n=TX_{n-1},\qquad
T=\begin{pmatrix}0&1\\-B^{-1}B^\dagger&-B^{-1}A\end{pmatrix}.$$

In the same notation, for solutions with columns $Y_n$ and $X_n$, the conserved quantity is $Y_n^\dagger GX_n$, where

$$G=\begin{pmatrix}0&iB\\-iB^\dagger&0\end{pmatrix}=G^\dagger .$$

The initial columns are arbitrary, so conservation for every pair of solutions requires

$$T^\dagger GT=G .$$

The matrix $G$ is invertible because $B$ is. Taking determinants gives $|\det T|=1$, so $T$ is invertible too. Multiplication by $T^{-1}$ and $G^{-1}$ from the right then yields

$$T^\dagger=GT^{-1}G^{-1}.$$

Thus $T^\dagger$ and $T^{-1}$ are similar and have the same eigenvalues with the same multiplicities. The eigenvalues of $T$ are the Bloch factors: an eigenvector has the form $(u,\lambda u)$, and its second row is $M(\lambda)u=0$ after multiplication by $B$ and division by $\lambda$. The eigenvalues of $T^\dagger$ are the $\lambda^*$, and those of $T^{-1}$ are the $1/\lambda$. The set of conjugate factors equals the set of inverse factors, which is the pairing $\lambda\leftrightarrow1/\lambda^*$.

### The current form has N plus and N minus signs

For a Hermitian form, the numbers of positive and negative eigenvalues do not change under an invertible change of basis. Let $\sigma=\mathrm{diag}(1,-1)$, with blocks of size $N$. Both nonzero blocks of $G$ are off-diagonal, so

$$\sigma G\sigma=-G .$$

If $G$ has an eigenvalue $g$, it therefore has $-g$ with the same multiplicity. None is zero. Of the $2N$ eigenvalues, $N$ are positive and $N$ negative. The remaining task is to see how the Bloch solutions share these signs.

### Which solutions can carry current together

For two Bloch solutions with factors $\lambda$ and $\mu$, moving one layer to the right multiplies $W$ by $\lambda^*\mu$. Since $W$ does not change,

$$(\lambda^*\mu-1)W=0 .$$

It vanishes unless $\mu=1/\lambda^*$. In particular, one evanescent Bloch solution has $|\lambda|^2\ne1$ and carries no current.

The rule also holds when $T$ lacks a complete set of eigenvectors. Let $R_\lambda$ be the root subspace of $\lambda$: the vectors that some power of $T-\lambda$ sends to zero. Its dimension is the multiplicity of $\lambda$, and these subspaces together span all $2N$ dimensions. The relation $T^\dagger GT=G$ implies $W(x,Ty)=W(T^{-1}x,y)$. If $y$ lies in $R_\mu$ and $(T-\mu)^my=0$, then for every $x$ in $R_\lambda$

$$0=W(x,(T-\mu)^my)=W((T^{-1}-\mu^*)^mx,y).$$

On $R_\lambda$ the sole eigenvalue of $T^{-1}-\mu^*$ is $1/\lambda-\mu^*$. If this is nonzero, the operator maps $R_\lambda$ onto itself, and the equation says that $W$ vanishes between all vectors of $R_\lambda$ and $R_\mu$. The exception is $\lambda\mu^*=1$, which is the same condition as before.

The current form therefore splits into independent blocks. Because the whole form has no zero eigenvalue, neither has any block.

### Sharing the signs

First take an evanescent pair $\lambda$ and $1/\lambda^*$. The form vanishes within each of the two root subspaces, so their joint block is

$$\begin{pmatrix}0&K\\K^\dagger&0\end{pmatrix}.$$

If $K$ were not square, this matrix would have a zero eigenvalue. Hence the two subspaces have the same dimension $d$. Reversing the sign of one subspace reverses the sign of the block, as it did for $G$, so the block has $d$ positive and $d$ negative eigenvalues. The sum of $d$ over all pairs is $n_{\rm in}=n_{\rm out}$.

Now take a factor on the unit circle. Between two of its Bloch vectors,

$$W(u_i,u_j)=i\,u_i^\dagger(\lambda B-\lambda^{-1}B^\dagger)u_j
=\frac1a\,u_i^\dagger\frac{\partial M}{\partial k}u_j .$$

If several bands meet at this point, degenerate perturbation theory gives their velocities as the eigenvalues of $\partial M/\partial k$ within the null space of $M$, taken relative to the positive matrix $S(k)$. The numbers of positive and negative signs of $W$ on the Bloch vectors are then the numbers of right- and left-moving branches.

It must also be shown that these Bloch vectors fill the root subspace. If they did not, there would be a vector $y$ for which $x=(T-\lambda)y$ is a nonzero Bloch vector. For every Bloch vector $x'$ with the same factor,

$$W(x',x)=W((T^{-1}-\lambda^*)x',y)
=\left(\frac1\lambda-\lambda^*\right)^{\!*}W(x',y)=0,$$

because $|\lambda|=1$. The form would then be degenerate on the Bloch vectors, and at least one velocity would vanish, contrary to the assumption.

Adding the positive signs and the negative signs separately gives

$$N=n_{\rm in}+n_R,\qquad N=n_{\rm out}+n_L ,$$

and hence $n_R=n_L$.

### A ladder with magnetic flux

Consider three parallel legs with $a=4.0$ Å. Their onsite energies are 0.0, 0.5 and 3.0 eV, and the hopping between adjacent legs is $-0.4$ eV. Along leg $j=0,1,2$ the hopping is $-1.0\,e^{0.6ij}$ eV and the overlap is $0.1\,e^{0.6ij}$; $S_0$ is the unit matrix. These are round model parameters. At $E=0.6$ eV,

$$B_{jj}=(-1.0-0.6\times0.1)e^{0.6ij}=-1.06\,e^{0.6ij}\ \text{eV}.$$

Thus $B$ is invertible, and $G$ has three eigenvalues $+1.06$ eV and three $-1.06$ eV.

The six factors include one evanescent pair. The decaying member is $\lambda_1=0.2159-0.5254i$, with $|\lambda_1|^2=0.3227$. Its partner is

$$\frac1{\lambda_1^*}=\frac{\lambda_1}{|\lambda_1|^2}
=0.669-1.628i=\lambda_6 .$$

The amplitude decay length is $4.0/|\ln0.568|=7.07$ Å. The other four factors propagate:

| $k$ (1/Å) | $\hbar v$ (eV Å) |
|---:|---:|
| $-0.588$ | $-8.33$ |
| $-0.447$ | $-8.27$ |
| $+0.249$ | $+8.40$ |
| $+0.477$ | $+8.42$ |

The speeds are near $1.3\times10^6$ m/s. Diagonalizing the bands at real $k$ gives the same four crossings and slopes. The sign count is $3=1+2$ for each direction. Without the phases all matrices would be real, and complex conjugation would pair each $k$ with $-k$. Here the wave numbers do not form such pairs. The flux breaks time-reversal symmetry, and the unequal onsite energies of the outer legs remove the twofold rotation (exchange of the outer legs together with reversal of the wire direction) that would otherwise still pair the waves about the shifted centre $ka=-0.6$. With flux, neither reflection alone is a symmetry, since each reverses the flux. The rule $\lambda\to1/\lambda$ fails as well: $1/\lambda_6$ lies 0.45 away from the nearest factor. For a periodic lead at real energy, Hermiticity is enough to give the pairing used here.

The evanescent partners can carry current together. For $\psi=\alpha\psi^{(1)}+\beta\psi^{(6)}$ the two separate currents vanish and

$$W(\psi,\psi)=2\,\mathrm{Re}\left[\alpha^*\beta\,W(\psi^{(1)},\psi^{(6)})\right].$$

With unit vectors $u$ in layer zero, $|\alpha|=|\beta|=1$ and the relative phase chosen for the largest current, the result is 2.56 eV$/\hbar$, the same at the four successive interfaces examined. This is how a current crosses a barrier in which no wave propagates.

At $E+i\eta$ with $\eta=0.01$ eV, the six moduli are 0.568, 0.995, 0.995, 1.005, 1.005 and 1.760. Three lie on each side, as the winding argument requires. To first order, the added energy $i\eta$ changes $k$ by $i\eta/(\hbar v)$, so the modulus of a right-mover falls below one by $a\eta/(\hbar v)=4.0\times0.01/8.40=0.0048$, in agreement. Pairing within this one set of factors is lost; it connects $E+i\eta$ to $E-i\eta$.

For a real wire, the flux here is far from typical. If the legs were also 4 Å apart, 0.6 rad per cell would require a field of thousands of tesla. The value makes the asymmetry visible; the theorem does not depend on it. Real wires also lose coherence. If that loss is represented by a uniform $\eta=0.01$ eV, a propagating amplitude decays over $\hbar v/\eta\approx840$ Å. Such an $\eta$ absorbs particles: $W$ is no longer conserved and falls over half that length. It describes only the decay of the coherent part of the wave, whereas real dephasing conserves the total current. Disorder breaks periodicity itself, and Bloch factors then no longer classify the solutions.

### What each derivation assumes

Both derivations use a Hermitian, periodic lead with finite coupling range, and both need real energy for the pairing. Neither uses time reversal or mirror symmetry.

The winding argument needs a positive overlap on the unit circle and no flat band at $E$. It accepts a singular $B$ and vanishing velocities, provided that roots at zero and infinity are counted and direction is defined by $E+i0$. As a numerical test, 60 random leads with $N=4$ were examined at $E=0.3$ eV, half with coupling of rank four and half of rank two. Each had four solutions in each direction. The rank-two leads had two factors at zero and two at infinity, and the number of right-movers varied from zero to two in both groups.

The current argument needs an invertible $B$. This already excludes a flat band at $E$, since the leading coefficient of the determinant polynomial is $\det B\ne0$. It uses positive overlap to identify the sign of current with that of velocity, and it needs nonzero velocities to assign a direction to each propagating wave. At a band edge or an inflection the form $G$ still has $N$ signs of each kind, but the Bloch vectors no longer display them all. If $B$ is singular, the transfer matrix does not exist in the form used here.

The winding argument therefore covers more leads. The current argument shows what the equal numbers mean: each evanescent pair uses one positive and one negative sign of the current form, and the signs left over belong to equal numbers of right- and left-moving waves. The numerical output below lists the factors and counts.

## Computed results

```
orbitals per layer N = 3, period a = 4.0 angstrom
onsite energies (eV): 0.0 0.5 3.0
leg hopping -1.0 eV, rung hopping -0.4 eV
phase step per leg 0.6 rad, leg overlap 0.1
energy E = 0.6 eV
Bloch factors: real, imag, modulus, phase (rad)
 mode 1: +0.21586 -0.52542 0.56803 -1.18098
 mode 2: -0.70447 -0.70973 1.00000 -2.35248
 mode 3: -0.21682 -0.97621 1.00000 -1.78935
 mode 4: +0.54395 +0.83911 1.00000 +0.99565
 mode 5: -0.33099 +0.94363 1.00000 +1.90815
 mode 6: +0.66900 -1.62840 1.76047 -1.18098
propagating: k (1/angstrom), hbar*v (eV angstrom), v (m/s)
 mode 2: -0.58812 -8.3287 -1.265e+06
 mode 3: -0.44734 -8.2727 -1.257e+06
 mode 4: +0.24891 +8.3983 +1.276e+06
 mode 5: +0.47704 +8.4241 +1.280e+06
evanescent: amplitude decay length (angstrom), partner 1/lam*
 mode 1: 7.0724 +0.66900 -1.62840
 mode 6: 7.0724 +0.21586 -0.52542
largest pairing error at real E: 9e-16
distance of 1/lam from nearest factor: 0.4539
evanescent inside, outside: 1, 1
propagating right, left: 2, 2
eta = 0.01 eV: factors inside circle = 3
windings of det M and D: 0.000, 3.000
pairing error at E + i eta: 0.01913
moduli at E + i eta: 0.56795 0.99525 0.99526 1.00481 1.00485 1.76050
current form, plus and minus signs: 3, 3
current of evanescent pair: 2.5558 eV/hbar
random leads: 30 per rank, N = 4, E = 0.3 eV
 coupling rank 4: right-movers seen [0, 1, 2]
 coupling rank 2: right-movers seen [0, 1, 2]
band edge, eta = 0.001 eV, moduli: 0.97789 1.02261
cubic inflection: 2 roots inside, 1 outside
 moduli near lam = 1: 0.93879 0.93879 1.13408
 modulus near lam = -1: 1.00050
 slope dE/dk at k = pi (unit spacing): -2.0000 eV
```
